# Cell size, splitting parameter and grid errors in the Martyna–Tuckerman method, part 2

The Martyna–Tuckerman (MT) method obtains the Hartree energy of an isolated system from a periodic plane-wave calculation. The question is how its errors depend on the cell edge $L$, a parameter $\alpha$ (an inverse length) used to build the kernel, and the grid spacing $h$. A program tests the results.

Hartree atomic units are used: lengths in bohr, energies in hartree. The cell is orthorhombic and centred on the origin, $C=\{|x_i|\le L_i/2\}$, with volume $\Omega=L_1L_2L_3$, lattice vectors $\mathbf R=(k_1L_1,k_2L_2,k_3L_3)$ and reciprocal vectors $\mathbf G=2\pi(m_1/L_1,m_2/L_2,m_3/L_3)$. The shortest edge is $L_{\min}$; for a cube, $L_i=L$ and $b=L/2$.

The isolated density $n(\mathbf r)$ has the periodized form $n_{\rm per}(\mathbf r)=\sum_{\mathbf R}n(\mathbf r+\mathbf R)$, with coefficients

$$n_{\mathbf G}=\frac1\Omega\int_C n_{\rm per}\,e^{-i\mathbf G\cdot\mathbf r}d^3r=\frac1\Omega\int n(\mathbf r)\,e^{-i\mathbf G\cdot\mathbf r}d^3r ,\tag{1}$$

The second integral is over all space: shifting each term of the lattice sum unfolds the cell integral. A kernel $K(\mathbf G)$ gives the energy and potential

$$E[K]=\frac\Omega2\sum_{\mathbf G}|n_{\mathbf G}|^2K(\mathbf G),\qquad V(\mathbf r)=\sum_{\mathbf G}n_{\mathbf G}K(\mathbf G)e^{i\mathbf G\cdot\mathbf r}.\tag{2}$$

Every kernel acts as a periodic pair interaction $w(\mathbf s)=\Omega^{-1}\sum_{\mathbf G}K(\mathbf G)e^{i\mathbf G\cdot\mathbf s}$ at separation $\mathbf s$. With the minimum image $[\mathbf s]_i=s_i-L_i\,\mathrm{round}(s_i/L_i)$, the MT choice is

$$w(\mathbf s)=\frac1{|[\mathbf s]|},\qquad K(\mathbf G)=\bar\phi(\mathbf G)\equiv\int_C\frac{e^{-i\mathbf G\cdot\mathbf r}}{r}\,d^3r .\tag{4}$$

This $w$ is continuous across the cell faces, but its slope changes sign there: it has a kink. The ordinary periodic kernel is $4\pi/G^2$. The following identity is also used:

$$\frac1r=\frac2{\sqrt\pi}\int_0^\infty e^{-u^2r^2}du,\tag{7}$$

## 5. The exact kernel and its screening function

Write $\bar\phi(\mathbf G)=4\pi/G^2+\phi_{\rm scr}(\mathbf G)$ for $\mathbf G\ne0$: the ordinary periodic kernel plus a screening function that removes the images. An exact expression, free of any splitting parameter, serves as the standard for the numerical construction.

Apply Green's second identity to $f=1/r$ and $g=e^{-i\mathbf G\cdot\mathbf r}$ on the cell with a ball of radius $\delta$ removed at the origin. There $\nabla^2f=0$ and $\nabla^2g=-G^2g$, so

$$-G^2\int fg\,d^3r=\oint(f\,\partial_ng-g\,\partial_nf)\,dA$$

over the six faces and the small sphere, with normals pointing out of the domain. On the small sphere the normal points to the origin, $\partial_nf=+1/\delta^2$, and $-\oint g\,\partial_nf\to-4\pi$; the term $f\partial_ng$ is of order $\delta^{-1}G\,\delta^2\to0$. On the faces $x=\pm L_1/2$, $\partial_ng=\mp iG_1g$; at opposite points $f$ is equal by symmetry and $g$ is equal because $G_1L_1=2\pi m_1$, so the terms $f\partial_ng$ cancel in pairs. Dividing by $-G^2$,

$$\phi_{\rm scr}(\mathbf G)=\frac1{G^2}\oint_{\partial C}e^{-i\mathbf G\cdot\mathbf r}\,\partial_n\frac1r\,dA,\qquad\partial_n\frac1r=-\frac{L_i/2}{r^3}\ \text{on either face normal to axis } i.\tag{8}$$

The meaning is electrostatic. Across a face the normal slope of the periodic $w$ jumps from $-(L_i/2)/r^3$ to $+(L_i/2)/r^3$, and by $\nabla^2w=-4\pi\rho$ a jump $L_i/r^3$ is a sheet of charge density $-L_i/4\pi r^3$. The quantity $(L_i/2)\,dA/r^3$ is the solid angle of $dA$ seen from the origin, and the six faces add to $4\pi$; each cell owns three sheets, each carrying twice the solid angle of one face divided by $-4\pi$, in total $-1$. The ordinary kernel neutralizes each unit source by a uniform background; the MT kernel neutralizes it by sheets on the faces of a cell centred on the source, arranged so that inside that cell the field is the bare one.

**The $\mathbf G=0$ value.** It is finite. Since $\nabla\cdot\hat{\mathbf r}=2/r$, the divergence theorem gives $\bar\phi(0)=\frac12\oint\hat{\mathbf r}\cdot\hat{\mathbf n}\,dA$. For a cube, $\hat{\mathbf r}\cdot\hat{\mathbf n}=b/r$; scaling lengths by $b$ and using four equal quadrants per face, $\bar\phi(0)=\frac12\cdot6\cdot4b^2I=3L^2I$ with $I=\int_0^1\!\int_0^1dy\,dz/\sqrt{1+y^2+z^2}$. In polar coordinates on the face the square is two triangles with $0\le\theta\le\pi/4$, $0\le\varrho\le\sec\theta$, and $\int\varrho\,d\varrho/\sqrt{1+\varrho^2}=\sqrt{1+\varrho^2}$, so $I=2\int_0^{\pi/4}\sqrt{1+\sec^2\theta}\,d\theta-\pi/2$. With $t=\tan\theta$,

$$\int_0^1\frac{\sqrt{2+t^2}}{1+t^2}dt=\int_0^1\frac{dt}{\sqrt{2+t^2}}+\int_0^1\frac{dt}{(1+t^2)\sqrt{2+t^2}},$$

where $2+t^2=(1+t^2)+1$ was used in the numerator after multiplying above and below by $\sqrt{2+t^2}$. The first integral is $\operatorname{arsinh}(1/\sqrt2)=\ln[(1+\sqrt3)/\sqrt2]=\frac12\ln(2+\sqrt3)$. The second has the antiderivative $\arctan v$ with $v=t/\sqrt{2+t^2}$, because $v'=2(2+t^2)^{-3/2}$ and $1+v^2=2(1+t^2)/(2+t^2)$; at $t=1$ it is $\arctan(1/\sqrt3)=\pi/6$. Hence $I=\ln(2+\sqrt3)+\pi/3-\pi/2$ and

$$\bar\phi(0)=L^2\left[3\ln(2+\sqrt3)-\frac\pi2\right]=2.38007736\,L^2 .\tag{9}$$

**Large $G$ along an axis.** For $\mathbf G=(2\pi m/L,0,0)$ the phase on both $x$ faces is $(-1)^m$, and each subtends $4\pi/6$, contributing together $-(-1)^m4\pi/3$ to $G^2\phi_{\rm scr}$. Each of the other four faces gives $-\int_{-b}^b\cos(Gx)F(x)dx$ with $F(x)=\int b\,dz/r^3$, even in $x$ and decreasing in $|x|$. Integrating by parts twice, with $\sin(Gb)=0$, the integral is $2(-1)^mF'(b)/G^2+O(G^{-4})$. So

$$G^2\phi_{\rm scr}=-(-1)^m\left[\frac{4\pi}3-\frac{8|F'(b)|}{G^2}+\dots\right].$$

The printed values are $-4.18723$ at $m=20$ and $+4.18738$ at $m=21$, against $4\pi/3=4.18879$ (asserted to $10^{-3}$ relative). The shortfalls 0.00156 and 0.00141 have the sign found here and the ratio 1.11, close to $(21/20)^2=1.10$. Along the axes, then, the screening function does not die out relative to the bare kernel: it stays at a third of $4\pi/G^2$ with alternating sign. This slow decay is the Fourier signature of the kink.

**Test.** The program computes $\bar\phi$ from the definition (4) by cutting the cube into six pyramids, $\mathbf r=t\mathbf p$ with $\mathbf p$ on a face and $d^3r=t^2b\,dt\,dA$, which cancels the singularity. It asserts (9) to $10^{-11}$ and (8) to $10^{-10}$ in units of $L^2$ for $\mathbf m=(1,0,0),(1,1,1),(2,1,0),(5,2,0)$. For instance $\phi_{\rm scr}=0.0674344\,L^2$ at $(1,0,0)$, $0.0053569\,L^2$ at $(1,1,1)$, $-0.0041204\,L^2$ at $(2,1,0)$.

## 6. The error-function split

The obvious way to get all $\bar\phi(\mathbf G)$ on a grid is one fast Fourier transform of $1/|[\mathbf r]|$, but this function is singular at the origin and cannot be sampled there. The remedy is to divide $1/r$ into a part that is smooth at the origin and can be sampled, and a part that is singular but so short-ranged that the cell boundary does not matter. Cut the integral (7) at $u=\alpha$; with $v=ur$,

$$\phi_L(r)=\frac2{\sqrt\pi}\int_0^\alpha e^{-u^2r^2}du=\frac{\operatorname{erf}(\alpha r)}r,\qquad\phi_S(r)=\frac2{\sqrt\pi}\int_\alpha^\infty e^{-u^2r^2}du=\frac{\operatorname{erfc}(\alpha r)}r .$$

The first form shows that $\phi_L$ is a smooth function of $r^2$ with $\phi_L(0)=2\alpha/\sqrt\pi$.

**All-space transforms.** The transform of $e^{-u^2r^2}$ is $(\pi/u^2)^{3/2}e^{-k^2/4u^2}$ (three one-dimensional Gaussian integrals). Then $\tilde\phi_S(k)=2\pi\int_\alpha^\infty u^{-3}e^{-k^2/4u^2}du$. With $y=k^2/4u^2$, $u^{-3}du=-2\,dy/k^2$, and $u$ from $\alpha$ to $\infty$ takes $y$ from $k^2/4\alpha^2$ to 0:

$$\tilde\phi_S(k)=\frac{4\pi}{k^2}\left(1-e^{-k^2/4\alpha^2}\right),\qquad\tilde\phi_S(0)=2\pi\int_\alpha^\infty\frac{du}{u^3}=\frac\pi{\alpha^2}.\tag{10}$$

The same substitution over $0<u<\alpha$ gives $\tilde\phi_L(k)=(4\pi/k^2)e^{-k^2/4\alpha^2}$. Equation (10) and its $k\to0$ value are tested against radial quadrature.

**Assembling the kernel.** Split the cell integral (4), keep $\bar\phi_L(\mathbf G)=\int_C\phi_Le^{-i\mathbf G\cdot\mathbf r}$ as it is, and write the cell integral of $\phi_S$ as the all-space integral minus the outside:

$$\bar\phi(\mathbf G)=\bar\phi_L(\mathbf G)+\tilde\phi_S(G)+\varepsilon(\mathbf G),\qquad\varepsilon(\mathbf G)=-\int_{\mathbf r\notin C}\phi_S\,e^{-i\mathbf G\cdot\mathbf r}d^3r .$$

Inserting (10) and removing $4\pi/G^2$,

$$\phi_{\rm scr}(\mathbf G)=\bar\phi_L(\mathbf G)-\frac{4\pi}{G^2}e^{-G^2/4\alpha^2}+\varepsilon(\mathbf G)\quad(\mathbf G\ne0),\qquad\bar\phi(0)=\bar\phi_L(0)+\frac\pi{\alpha^2}+\varepsilon(0).\tag{11}$$

The MT screening function is (11) with $\varepsilon$ dropped: the cell-limited transform of the long-range part minus its all-space transform. At $\mathbf G=0$ there is no bare term and the whole kernel is $\bar\phi_L(0)+\pi/\alpha^2$, the second piece being the limit of $4\pi/G^2-(4\pi/G^2)e^{-G^2/4\alpha^2}$. By (8) the left side of (11) does not depend on $\alpha$, so all $\alpha$ dependence of the MT expression is error.

**Bound on $\varepsilon$.** The outside of $C$ lies outside the ball of radius $\rho=L_{\min}/2$, and $\phi_S>0$, so $|\varepsilon|\le B=4\pi\int_\rho^\infty r\operatorname{erfc}(\alpha r)dr$. Integrate by parts with $\frac{d}{dr}\operatorname{erfc}(\alpha r)=-\frac{2\alpha}{\sqrt\pi}e^{-\alpha^2r^2}$:

$$\int_\rho^\infty r\operatorname{erfc}(\alpha r)dr=-\frac{\rho^2}2\operatorname{erfc}(\alpha\rho)+\frac\alpha{\sqrt\pi}\int_\rho^\infty r^2e^{-\alpha^2r^2}dr .$$

A second integration by parts, with $re^{-\alpha^2r^2}=-\frac{d}{dr}e^{-\alpha^2r^2}/2\alpha^2$, gives $\int_\rho^\infty r^2e^{-\alpha^2r^2}dr=\rho e^{-\alpha^2\rho^2}/2\alpha^2+(\sqrt\pi/4\alpha^3)\operatorname{erfc}(\alpha\rho)$. Therefore

$$B=4\pi\left[\left(\frac1{4\alpha^2}-\frac{\rho^2}2\right)\operatorname{erfc}(\alpha\rho)+\frac{\rho\,e^{-\alpha^2\rho^2}}{2\alpha\sqrt\pi}\right].\tag{12}$$

For a cube $B/L^2$ depends on $\alpha L$ only: $1.687\times10^{-3}$, $9.202\times10^{-8}$ and $1.472\times10^{-9}$ for $\alpha L=4,7,8$. The effect on the energy is bounded through (2): $|\delta E|\le\frac\Omega2B\sum|n_{\mathbf G}|^2=\frac12B\int_Cn_{\rm per}^2$.

**Real-space meaning.** By the unfolding used in (1), the numbers $\tilde\phi_S(G)$ are the cell coefficients of $\sum_{\mathbf R}\phi_S(|\mathbf s+\mathbf R|)$. The pair interaction that the MT kernel actually represents is

$$w_\alpha(\mathbf s)=\frac1{|[\mathbf s]|}+\sum_{\mathbf R\ne0}\phi_S\big(|[\mathbf s]+\mathbf R|\big),\tag{13}$$

the minimum-image Coulomb law plus positive short-range interactions with all other images, each at least $L_{\min}/2$ away.

Limit checks. For $\alpha\to\infty$, $\phi_S\to0$, $\pi/\alpha^2\to0$ and $\bar\phi_L\to\bar\phi$, so (11) is the definition. For $\alpha\to0$, $\phi_L\to0$ and $\tilde\phi_S\to4\pi/G^2$ at $\mathbf G\ne0$: the screening disappears and the periodic kernel returns, with a diverging $\pi/\alpha^2$ at $\mathbf G=0$ that stands for the sum over images of a charged cell. The program asserts agreement of (11) with the pyramid quadrature to $10^{-10}L^2$ at $\alpha L=12$, and $|\varepsilon|\le B$ at $\alpha L=4$ and 8. At $\alpha L=4$ the values are $\varepsilon/L^2=-4.50\times10^{-4}$, $-3.77\times10^{-5}$, $1.45\times10^{-4}$, $-6.03\times10^{-5}$ for $\mathbf m=(0,0,0),(1,0,0),(1,1,1),(2,1,0)$. The $\mathbf G=0$ value is negative as its definition requires, and it is about a quarter of the bound; the difference $B-|\varepsilon(0)|$ is the integral of $\phi_S$ over the part of the cube outside the inscribed ball, which the bound counts and the error does not.

## 7. Minimum-image sampling of the long-range part

Take a grid of spacing $h$ with an even number $N_i=L_i/h$ of points per axis. Each grid point is assigned its minimum-image position, $x_i=jh$ with $j=-N_i/2,\dots,N_i/2-1$, and

$$\phi_L^h(\mathbf G)=h^3\sum_j\phi_L(|\mathbf r_j|)\,e^{-i\mathbf G\cdot\mathbf r_j},\tag{14}$$

with $2\alpha/\sqrt\pi$ at the origin, replaces $\bar\phi_L$ in (11). The minimum-image assignment is what makes (14) a quadrature over the cell centred on the origin.

The exact kernel and its screening function are now known, and the error-function split reproduces them up to a remainder $\varepsilon$ with an explicit bound; the long-range part is to be sampled on the grid by (14). It remains to find the error of that sampling and its effect on the energy, to fix the window for $\alpha$, and to work through Li₂⁺.
